# Exact Arrhenius Diffusion on a Square Lattice with Symmetric Random Barriers

A diffusivity is a length squared times a rate. Let a molecule hop on a square lattice of spacing \(a\) over random barriers \(E_b\), one for each bond \(b\), with rates \(w_b=\nu e^{-E_b/kT}\) and a common attempt frequency \(\nu\). With \(w_0=\nu e^{-E_0/kT}\) as the unit of rate, the long-time diffusivity must have the form

\[
D=a^2w_0\,F[\rho],\qquad \rho_b=\frac{w_b}{w_0}=e^{-(E_b-E_0)/kT},
\]

where the number \(F\) depends on the statistical law of the \(\rho_b\). Reflecting every barrier about \(E_0\) turns \(\rho_b\) into \(1/\rho_b\). If the barriers are distributed symmetrically about \(E_0\), this leaves the law, and so \(F\), unchanged. Should the lattice also obey \(F[1/\rho]=1/F[\rho]\), then \(F^2=1\), and \(F=1\) because \(F\) is positive. The inversion rule is a property of two dimensions called duality. It has to be proved, together with the fact that a large sample has a definite, isotropic diffusivity.

The assumptions are these. Each bond has the same rate in both directions, so all sites have equal energy. The barriers are fixed in time, bounded and independent, with one law for horizontal and vertical bonds. The molecules do not interact. I take a periodic cell of \(N=L^2\) sites, let time go to infinity, and then let \(L\to\infty\); this order of limits defines \(D\).

To find the diffusivity of one cell, choose a unit vector \(\mathbf e\) and seek a distorted coordinate \(X_i=\mathbf e\cdot\mathbf r_i/a+\chi_i\), with \(\chi\) periodic, that has no drift at any site:

\[
\sum_j w_{ij}(X_j-X_i)=0 .
\]

This is a linear equation for \(\chi\). Its source, \(-\sum_j w_{ij}\,\mathbf e\cdot(\mathbf r_j-\mathbf r_i)/a\), sums to zero over the cell because each bond enters twice with opposite signs. A solution therefore exists, unique up to a constant. When the molecule hops from \(i\) to \(j\), having started at \(X_0\),

\[
(X_j-X_0)^2-(X_i-X_0)^2=(X_j-X_i)^2+2(X_i-X_0)(X_j-X_i).
\]

Weighted with \(w_{ij}\) and summed over \(j\), the last term vanishes. Symmetric rates make the occupation of the cell uniform at long times, so

\[
\frac{d}{dt}\langle (X-X_0)^2\rangle\to\frac1N\sum_i\sum_j w_{ij}(X_j-X_i)^2=\frac2N\sum_b w_b(\Delta X_b)^2 ,
\]

the factor 2 arising because each bond is counted from both ends. Since \(\chi\) is bounded, the true displacement has the same leading growth, \(2D_{ee}t/a^2\). Hence

\[
D_{ee}=a^2\,\mathbf e\cdot W\mathbf e,\qquad \mathbf e\cdot W\mathbf e=\frac1N\sum_b w_b(\Delta X_b)^2. \tag{1}
\]

As a test, the master equation was propagated directly for a disordered \(4\times4\) cell repeated in space. The walk gave 0.849007 for \(D_{xx}/a^2\) in the cell's unit of rate, and (1) gave the same digits.

The matrix \(W\) also gives the mean current. Let \(j_b=w_b\Delta X_b\), counted positive up the gradient, and let \(\mathbf J\) be its average per site. For another unit vector \(\mathbf f\) with coordinate \(X^f\),

\[
\mathbf f\cdot\mathbf J=\frac1N\sum_b(\mathbf f\cdot\hat{\mathbf b})\,j_b=\frac1N\sum_b\Delta X^f_b\,w_b\,\Delta X_b ,
\]

where the added term \(\sum_b\Delta\chi^f_b\,j_b\) is zero: summed by parts, it multiplies each \(\chi^f_i\) by the net current at \(i\). The right side is the symmetric bilinear form belonging to (1), so \(\mathbf J=W\mathbf e\).

Now place a dual site at the centre of each plaquette. Every dual bond crosses one original bond. Let \(R\) be the anticlockwise quarter turn, and direct the dual bond crossing \(b\) along \(R\hat{\mathbf b}\). Give this dual bond the potential difference \(h_b=j_b\) and the rate \(1/w_b\). The sum of \(h\) anticlockwise around an original site is the net current leaving that site, which is zero. So \(h\) is the gradient of a dual potential, and its mean is \(R\mathbf J=RW\mathbf e\). The dual current is \(h_b/w_b=\Delta X_b\). Its net outflow from a dual site is the clockwise sum of \(\Delta X\) around a plaquette, again zero, and its mean is \(R\mathbf e\). The dual network therefore answers the mean gradient \(RW\mathbf e\) with the mean current \(R\mathbf e\), for every \(\mathbf e\):

\[
W_{\rm dual}[1/w]=R\,W[w]^{-1}R^{T},\qquad \det W_{\rm dual}[1/w]=\frac1{\det W[w]}. \tag{2}
\]

This holds for each finite periodic cell, whatever its rates. Conservation of current and existence of a potential have exchanged roles.

Measure rates in units of \(w_0\). The dual rate \(1/\rho_b\) belongs to the barrier \(2E_0-E_b\). Because the barriers are independent and symmetric about \(E_0\), the dual network has the same law as the original one. By (2), \(\ln\det(W/w_0)\) then has the same law as its negative, and

\[
\left\langle \tfrac12\ln\det(W/w_0)\right\rangle=0\quad\text{for every }L. \tag{3}
\]

For one \(12\times12\) cell of the example below, at 1000 K, half the logarithm was \(+0.088422\), and for its dual partner \(-0.088422\). A single cell misses \(w_0\), but its partner misses by the same factor the other way.

It remains to show that the scatter dies out as \(L\) grows. The harmonic coordinate minimises the sum in (1) over periodic \(\chi\), since the no-drift condition is the condition for a stationary point of a convex function. Putting \(\chi=0\) gives \(\mathbf e\cdot W\mathbf e\le w_{\max}\). Replacing all rates by \(w_{\min}\), for which \(\chi=0\) is the minimiser, gives \(\mathbf e\cdot W\mathbf e\ge w_{\min}\). At a minimum only the explicit dependence on \(w_b\) contributes to the first derivative, so

\[
\frac{\partial\ln(\mathbf e\cdot W\mathbf e)}{\partial\ln w_b}=p_b,\qquad p_b=\frac{w_b(\Delta X_b)^2}{N\,\mathbf e\cdot W\mathbf e},\qquad\sum_bp_b=1 .
\]

Here \(p_b\) is the share of the total dissipation that falls in bond \(b\). The scatter vanishes if no bond keeps a finite share.

Let \(\mathcal E(r)\) be the sum of \(w_b(\Delta X_b)^2\) over bonds inside a square of sites with half-side \(r\ge1\), small enough to fit in the cell. Summing by parts and using zero net current at each site leaves the bonds that leave the square:

\[
\mathcal E(r)=\sum_{\rm exit}(X_i-c)\,j_{i\to\rm out}.
\]

Any constant \(c\) may be subtracted because the total outflow is zero. Take \(c\) midway between the extremes of \(X\) on the edge of the square. Two edge sites are joined by two arcs of the edge loop, so they differ by at most half of \(\sum_{\rm loop}|\Delta X|\), and \(|X_i-c|\) is at most a quarter of it. There are \(4(2r+1)\le12r\) exit bonds and \(8r\) loop bonds. With \(A\) and \(B\) the dissipation in the two sets, the Cauchy–Schwarz inequality gives

\[
\mathcal E(r)\le\tfrac14\sqrt{12r\,w_{\max}A}\,\sqrt{8rB/w_{\min}}\le C\,r\,(A+B),\qquad C=\frac{\sqrt{96}}8\sqrt{\frac{w_{\max}}{w_{\min}}},
\]

where \(\sqrt{AB}\le(A+B)/2\) was used. Both sets lie inside the square \(r+1\) and outside the square \(r-1\), so \(A+B\le\mathcal E(r+1)-\mathcal E(r-1)\). Since \(\mathcal E(r-1)\le\mathcal E(r)\),

\[
\mathcal E(r+1)\ge\left(1+\frac1{Cr}\right)\mathcal E(r-1).
\]

Repeating this in steps of two out to \(r\sim L/2\) multiplies factors whose logarithms add up to about \((1/2C)\ln L\). The innermost square then holds at most a fraction \(KL^{-\alpha}\) of the total, with \(\alpha=1/(2C)\) and \(K\) independent of \(L\). Any bond can be put in the innermost square, so \(p_b\le KL^{-\alpha}\).

Next, replace one barrier by an independent copy and ask how much \(G=\ln(\mathbf e\cdot W\mathbf e)\) changes. Put \(S=\ln(w_{\max}/w_{\min})\). By linearity, the rest of the network acts on bond \(b\) as a source with open difference \(V\) and internal resistance \(r_s\), so \(\Delta X_b=V/(1+w_br_s)\). The logarithm of \(w_b(\Delta X_b)^2\) has slope \((1-w_br_s)/(1+w_br_s)\) in \(\ln w_b\), which lies between \(-1\) and 1. The slope of \(G\) is \(p_b\), between 0 and 1. During the replacement the share thus stays below \(e^{2S}p_b\), and \(G\) changes by at most \(Se^{2S}p_b\).

Reveal the barriers one after another. The successive changes in the conditional mean of \(G\) are uncorrelated, so their mean squares add up to the variance. Each change is a conditional average of the difference between \(G\) and its value with that barrier replaced, and the square of an average does not exceed the average of the square. Therefore

\[
\operatorname{Var}G\le S^2e^{4S}\Big\langle\sum_bp_b^2\Big\rangle\le S^2e^{4S}KL^{-\alpha}\to0 ,
\]

using \(\sum_b p_b^2\le\max_b p_b\). The bound proves the limit but is far from sharp: for the example below at 1000 K, \(\alpha\approx0.013\) and \(S^2e^{4S}\approx6\times10^{13}\), so it says nothing about cells of practical size. By reflection symmetry, \(W_{xx}\) and \(W_{yy}\) have the same law, and both settle around \(e^{m_L}\) with \(m_L=\langle\ln W_{xx}\rangle\). Along the two diagonals the form is \(\tfrac12(W_{xx}+W_{yy})\pm W_{xy}\). These two also share one law and settle around one value, so \(W_{xy}\) vanishes relative to \(W_{xx}\). Equation (3) now reads

\[
0=2(m_L-\ln w_0)+\left\langle\ln\left(1-\frac{W_{xy}^2}{W_{xx}W_{yy}}\right)\right\rangle .
\]

The last logarithm is bounded, because the eigenvalues of \(W\) lie between \(w_{\min}\) and \(w_{\max}\), and it tends to zero; so does its mean. Hence \(m_L\to\ln w_0\), \(W\to w_0\) times the unit matrix, and

\[
D=a^2\nu\,e^{-E_0/kT},\qquad -\frac{d\ln D}{d(1/kT)}=E_0, \tag{4}
\]

provided \(a\), \(\nu\) and \(E_0\) do not depend on temperature. The width of the distribution has dropped out.

For numbers, consider an idealised sheet that conducts an oxidant, with \(a=0.5\) nm, \(\nu=10^{13}\ \mathrm{s^{-1}}\) and barriers uniform in \(1.1\pm0.3\) eV. At 1000 K, \(kT=0.08617\) eV, and the fastest and slowest possible rates differ by a factor of about 1060. Equation (4) gives

\[
D=(0.5\times10^{-7}\,\mathrm{cm})^2\times2.859\times10^{7}\,\mathrm{s^{-1}}=7.15\times10^{-8}\ \mathrm{cm^2/s}=7.15\times10^{-12}\ \mathrm{m^2/s}.
\]

At 1300 K it gives \(1.36\times10^{-6}\ \mathrm{cm^2/s}\). A single finite cell is slightly anisotropic, so its diffusivity is taken as \(a^2\sqrt{\det W}\), the geometric mean over its two principal axes. Solving 240 random cells of \(16\times16\) sites at 1000, 1150 and 1300 K, with the same barriers at each temperature, gave a fitted activation energy of \(1.1002\pm0.0010\) eV (standard error), in agreement with \(E_0\). By (3) this average is exact for every \(L\), so it tests duality; the approach to (4) is shown by the size dependence. At 1000 K the standard deviation of \(\ln W_{xx}\) fell from 0.31 to 0.17 to 0.08 for \(L=8\), 16 and 32, roughly as \(1/L\), and the mean largest share of one bond fell from 0.094 to 0.011 between the first and last. One cell of \(128\times128\) sites, 64 nm wide, had \(W_{xx}/w_0=1.015\) and \(W_{yy}/w_0=1.020\).

The result concerns long times. Start the molecule at a random site and let \(D(t)\) be half the growth rate of its mean square displacement along \(x\). Let \(v_i\) be the rate to the right minus the rate to the left at site \(i\). Hops by themselves contribute \(a^2\langle w_x\rangle\), the mean rate of the horizontal bonds. The rest is the correlation of each past hop with the present drift. Because a bond has equal rates both ways, hops that arrive at site \(j\) carry the mean displacement rate \(-v_j\): a molecule that has just crossed a fast bond tends to go back. Expanding \(v\) in the normalised relaxation modes of the cell, with rates \(\lambda_k\) and components \(v_k\), and integrating over the time since the hop gives

\[
D(t)=a^2\left[\langle w_x\rangle-\frac1N\sum_k v_k^2\,\frac{1-e^{-\lambda_kt}}{\lambda_k}\right].
\]

So \(D\) starts at \(a^2\langle w\rangle\) in a large sample and decreases. For barriers uniform within \(\pm\Delta\), \(\langle w\rangle/w_0=\sinh(\Delta/kT)/(\Delta/kT)\), which is 4.66 at 1000 K. The short-time values alone, fitted over the same temperatures, would give an activation energy of 0.896 eV. At 1000 K, \(D(t)\) comes within 10% of its long-time value after roughly 80 ns, when the root-mean-square path, reckoned with the long-time \(D\), is about 1.5 nm; the actual path is about 1.7 nm, because \(D(t)\) is larger at first.

A mean barrier of \(E_0\) is not enough to give (4) without the symmetry. With 75% of the barriers at 1.00 eV and 25% at 1.40 eV the mean is still 1.10 eV, yet at 1000 K the cells gave \(D\) larger than (4) by a factor of \(1.58\pm0.02\). An even mixture of 0.8 and 1.4 eV is symmetric and obeys the theorem: 600 cells gave a mean \(\ln(D/a^2w_0)\) of \(-0.037\pm0.031\), as (3) requires for any \(L\). Cells of this size are still far from the limit (4): the arithmetic mean of \(W_{xx}/w_0\) is about 1.45 at \(L=16\) and comes within about 1% of 1 only near \(L\approx200\). Single \(16\times16\) cells scatter much more in this case: the standard deviation of \(\ln(D/a^2w_0)\), with \(D=a^2\sqrt{\det W}\) for each cell, is 0.77 against 0.13 for the uniform law, so many cells are needed for a small error.

Unequal site energies can be included. Let \(\varepsilon_i\) be the site energies, and let the saddle energies be independent of them and symmetric about \(E_0\). The rate out of site \(i\) is then \(w_b/\pi_i\), with \(\pi_i=e^{-\varepsilon_i/kT}\). The factor \(1/\pi_i\) is common to all hops from \(i\), so the no-drift condition and \(X\) are unchanged. The equilibrium occupation, \(\pi_i/\sum_k\pi_k\), cancels this factor in the growth rate and leaves \(\sum_k\pi_k\) in place of \(N\). Thus

\[
D=\frac{a^2w_0}{\langle e^{-\varepsilon/kT}\rangle}.
\]

For site energies uniform within \(\pm0.1\) eV, \(D\) at 1000 K is multiplied by 0.81. The factor depends on temperature, so the activation energy is no longer \(E_0\); fitted between 1000 and 1300 K it is 1.13 eV.

The parameters are round values in the rough regime of molecular oxygen in amorphous silica, where the activation energy is about 1 eV. The magnitude is not typical: near 1300 K the diffusivity in silica is of order \(10^{-8}\ \mathrm{cm^2/s}\), about a hundred times below the model's, so the prefactor \(a^2\nu\) chosen here is too large for that material. Silica also breaks the assumption of two dimensions. In three dimensions a bond is dual to a plaquette rather than to another bond, and (2) has no counterpart. The same barriers on a simple cubic lattice, with \(a^2(\det W)^{1/3}\) as the diffusivity of a cell, gave, at 1000 K, \(1.80\pm0.02\) times the value of (4), and a fitted activation energy of 1.017 eV between 1000 and 1300 K; going from \(6^3\) to \(9^3\) sites changed these by less than their statistical errors. Tunnelling matters much less here. Its leading (Wigner) correction, with the barrier frequency set equal to \(\nu\), raises the rates by about 1% at 1000 K, and the lowest barrier is still \(7.1\,kT\) at 1300 K, so a picture of separate hops remains reasonable. The irregular connections of a real glass were not assessed. The full set of values is in the numerical output below.

## Computed values

```
spacing a = 0.5 nm, attempt frequency = 1.0e+13 1/s
barriers uniform in 1.1 +- 0.3 eV
walk vs effective rate, 4x4 cell: 0.849007 0.849007
same cell with site energies: walk 0.941067, formula 0.941067
duality, 12x12 cell at 1000 K: largest error 1.0e-15
  half ln det(W/w0): cell +0.088422, dual -0.088422
largest inside/edge-bound ratio, 64x64 cell: 0.597
T = 1000 K: kT = 0.08617 eV, w0 = 2.8592e+07 1/s
  max/min rate = 1056.5, D formula = 7.1480e-08 cm2/s
  D from cells = 7.1559e-08 cm2/s, ln ratio +0.0011 +- 0.0082
  short-time D / long-time D = 4.664
T = 1150 K: kT = 0.09910 eV, w0 = 1.5113e+08 1/s
  max/min rate = 426.0, D formula = 3.7782e-07 cm2/s
  D from cells = 3.7836e-07 cm2/s, ln ratio +0.0014 +- 0.0067
  short-time D / long-time D = 3.401
T = 1300 K: kT = 0.11203 eV, w0 = 5.4397e+08 1/s
  max/min rate = 211.9, D formula = 1.3599e-06 cm2/s
  D from cells = 1.3622e-06 cm2/s, ln ratio +0.0017 +- 0.0057
  short-time D / long-time D = 2.705
D formula at 1000 K = 7.1480e-12 m2/s
cells: 240 of 16x16 sites
fitted activation energy = 1.1002 +- 0.0010 eV
short-time activation energy = 0.8963 eV
All below at 1000 K unless stated
two-valued symmetric law, 600 cells 16x16: ln(D/D0) = -0.0368 +- 0.0313
  s.d. of one cell: two-valued 0.766, uniform 0.127
skewed law: 1.00 eV (75%), 1.40 eV (25%)
  ln(D/D0) = +0.4601 +- 0.0137, D/D0 = 1.584
L = 8: s.d. ln Wxx = 0.3083, mean top share = 0.0939, rms Wxy/w0 = 0.1426
L = 16: s.d. ln Wxx = 0.1664, mean top share = 0.0323, rms Wxy/w0 = 0.0617
L = 32: s.d. ln Wxx = 0.0794, mean top share = 0.0108, rms Wxy/w0 = 0.0327
one 128x128 cell: Wxx, Wyy, Wxy over w0 = 1.0153 1.0202 -0.0016
cubic L = 6: D/D0 = 1.791, ln 0.5828 +- 0.0130
  fitted energy 1000-1300 K = 1.0168 +- 0.0015 eV
cubic L = 9: D/D0 = 1.796, ln 0.5857 +- 0.0095
  fitted energy 1000-1300 K = 1.0169 +- 0.0010 eV
site energies +-0.1 eV: D factor = 0.8064
tunnelling (Wigner) increase = 0.96 %
lowest barrier / kT at 1300 K = 7.14
rough time to come within 10% of long-time D, L = 16: 2.4/w0 = 82 ns
rough time to come within 10% of long-time D, L = 24: 2.3/w0 = 80 ns
rms path in that time = 1.5 nm (sqrt(4Dt), long-time D)
```
